# Binding of a Widely Separated Electron–Hole Pair in Two Planes

An electron and a hole in parallel planes 30 nm apart, in a medium of relative permittivity 12, attract each other with an energy of 4.00 meV when one sits directly above the other. With masses typical of silicon-based layers, however, the energy needed to separate them is only 2.67 meV. A third of the attraction is missing, although nothing screens it beyond the permittivity already counted. The loss comes from confinement: to stay opposite each other the particles must localize their relative motion in two in-plane directions, and localization costs kinetic energy. The spread that remains also gives up some of the attraction. Here that part is the larger: 0.83 meV, against 0.50 meV of kinetic energy. At large separation the total cost takes a simple form.

Let the planes have zero thickness and lie a distance $d$ apart in a uniform medium of relative permittivity $\kappa$. The electron and hole have isotropic parabolic bands with in-plane masses $m_e$ and $m_h$. Tunnelling and exchange between the planes are neglected. In Hartree atomic units, with $\mathbf r=\mathbf r_e-\mathbf r_h$ the in-plane separation, the Hamiltonian is

$$
H=-\frac{1}{2m_e}\nabla_e^2-\frac{1}{2m_h}\nabla_h^2-\frac{1}{\kappa\sqrt{r^2+d^2}} .
$$

Energies are measured from a free electron and hole at rest in their own planes. The binding energy $E_b$ is minus the lowest energy of the pair, so it is positive for a bound pair.

Define $M=m_e+m_h$, $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ and $\mu=m_em_h/M$. The chain rule gives

$$
\nabla_e=\frac{m_e}{M}\nabla_R+\nabla_r,\qquad
\nabla_h=\frac{m_h}{M}\nabla_R-\nabla_r .
$$

When these are squared and divided by twice the masses, the cross terms are $+\nabla_R\cdot\nabla_r/M$ from the electron and $-\nabla_R\cdot\nabla_r/M$ from the hole, and they cancel. The coefficient of $\nabla_R^2$ is $(m_e+m_h)/(2M^2)=1/(2M)$, and that of $\nabla_r^2$ is $1/(2m_e)+1/(2m_h)=1/(2\mu)$. The centre of mass therefore moves freely, and its lowest energy is zero. What remains is one particle of mass $\mu$ in two dimensions.

Now measure length in units of $d$, $\mathbf r=d\,\mathbf s$, and energy in units of $1/(\kappa d)$. The kinetic coefficient becomes $\kappa d/(2\mu d^2)=\kappa/(2\mu d)$, so the scaled Hamiltonian is

$$
h=-\frac{\varepsilon^2}{2}\nabla_s^2-\frac{1}{\sqrt{1+s^2}},\qquad
\varepsilon=\sqrt{\frac{\kappa}{\mu d}}=\sqrt{\frac{a}{d}},\qquad a=\frac{\kappa}{\mu}.
$$

Here $a$ is the exciton Bohr radius. The masses, permittivity and separation enter $h$ through $\varepsilon$ alone, and large separation means $d\gg a$. It is not enough for $d$ to exceed a lattice constant.

For small $\varepsilon$ the particle is heavy in these units and stays near the bottom of the well, where

$$
-\frac{1}{\sqrt{1+s^2}}=-1+\frac{s^2}{2}-\frac{3s^4}{8}+\frac{5s^6}{16}-\cdots .
$$

The first two terms define a harmonic oscillator. Since $s^2=s_x^2+s_y^2$, it splits into two identical one-dimensional oscillators with spring constant 1 and mass $1/\varepsilon^2$. Each has frequency $\sqrt{1/(1/\varepsilon^2)}=\varepsilon$ and zero-point energy $\varepsilon/2$; together they contribute $\varepsilon$. In the original units the spring constant is $1/(\kappa d^3)$, so $\omega=1/\sqrt{\mu\kappa d^3}$ and

$$
E_b\simeq\frac{1}{\kappa d}-2\cdot\frac{\omega}{2}
=\frac{1}{\kappa d}-\frac{1}{\sqrt{\mu\kappa d^3}} .
\tag{1}
$$

The zero-point energy falls as $d^{-3/2}$, faster than the attraction, so its relative importance $\varepsilon$ vanishes as $d^{-1/2}$. That is a slow decrease: halving the relative correction takes four times the separation.

Replacing a potential by its parabola is an approximation, and its error can be bounded. The function $(1+x)^{-1/2}$ is convex, so it lies above its tangent at $x=0$. With $x=s^2$ this gives

$$
-\frac{1}{\sqrt{1+s^2}}\le -1+\frac{s^2}{2},
$$

with equality only at $s=0$. Take the oscillator ground state as a trial function for $h$. Its energy in the true potential is below its energy in the parabola, which is $-1+\varepsilon$. By the variational principle the true ground energy is lower still or equal, and hence

$$
\kappa d\,E_b>1-\varepsilon .
$$

Formula (1) thus underestimates the binding of this model at every separation. For $\varepsilon<1$ the trial energy is also negative, which proves that a bound state exists, because the potential vanishes at infinity and free motion starts at zero energy.

A limit from the other side needs a lower bound on the energy of every possible state. Let $\varphi$ be a smooth positive function, and write a real, smooth trial function that vanishes outside some finite region as $\psi=\varphi f$. Then

$$
|\nabla\psi|^2=\varphi^2|\nabla f|^2+f^2|\nabla\varphi|^2+\varphi\nabla\varphi\cdot\nabla(f^2).
$$

Integrating the last term by parts turns it into $-f^2(|\nabla\varphi|^2+\varphi\nabla^2\varphi)$, with no boundary contribution because $f$ vanishes far out. The terms in $f^2|\nabla\varphi|^2$ cancel, and adding the potential energy gives

$$
\langle\psi|h|\psi\rangle=\frac{\varepsilon^2}{2}\int\varphi^2|\nabla f|^2\,d^2s
+\int\frac{h\varphi}{\varphi}\,\psi^2\,d^2s .
$$

The first integral is not negative. The energy of any normalized $\psi$ is therefore at least the smallest value of the local energy $h\varphi/\varphi$. Such trial functions approximate any state of finite energy, so the bound applies to the ground state, and $\varphi$ itself need not be normalizable.

Choose $\varphi=(1+s^2)^{-1/(2\varepsilon)}=e^{-S/\varepsilon}$ with $S=\tfrac12\ln(1+s^2)$. This has the Gaussian form $e^{-s^2/(2\varepsilon)}$ near the origin and a slower fall further out. Differentiation gives

$$
-\frac{\varepsilon^2}{2}\frac{\nabla^2\varphi}{\varphi}=-\frac{S'^2}{2}+\frac{\varepsilon}{2}\nabla^2S,
\qquad S'=\frac{s}{1+s^2},
$$

$$
\nabla^2S=\frac1s\frac{d}{ds}\left(\frac{s^2}{1+s^2}\right)=\frac{2}{(1+s^2)^2}.
$$

Let $y=s^2/(1+s^2)$, which runs from 0 to 1. Then $1/(1+s^2)=1-y$ and $S'^2=y(1-y)$, so

$$
\frac{h\varphi}{\varphi}=-\sqrt{1-y}-\frac{y(1-y)}{2}+\varepsilon(1-y)^2 .
$$

The square root is bounded by noting that

$$
\left(1-\frac y2-\frac{y^2}{8}\right)^2=1-y+\frac{y^3}{8}+\frac{y^4}{64}\ge1-y .
$$

The bracket is positive for $0\le y\le1$, so $\sqrt{1-y}\le1-y/2-y^2/8$. Inserting this, the terms $+y/2$ and $-y/2$ cancel, while $y^2/8+y^2/2=5y^2/8$:

$$
\frac{h\varphi}{\varphi}\ge-1+\varepsilon-2\varepsilon y+\left(\frac58+\varepsilon\right)y^2
\ge-1+\varepsilon-\frac{\varepsilon^2}{5/8+\varepsilon}.
$$

The last step completes the square in $y$. Together the two bounds read

$$
1-\varepsilon<\kappa d\,E_b\le1-\varepsilon+\frac{\varepsilon^2}{5/8+\varepsilon}.
\tag{2}
$$

This proves (1) as the leading large-separation law, with a scaled error no larger than $8\varepsilon^2/5$.

The size of the error follows from perturbation theory. The oscillator ground state has probability density $e^{-s^2/\varepsilon}/(\pi\varepsilon)$. In terms of $t=s^2/\varepsilon$ the probability is $e^{-t}dt$, so $\langle t^n\rangle=n!$. In particular $\langle s^2\rangle=\varepsilon$, and the root-mean-square in-plane radius is $d\sqrt\varepsilon=(ad^3)^{1/4}$. It grows with $d$, but more slowly than $d$ itself, which is why the parabola improves. The quartic term shifts the energy in first order by

$$
-\frac38\varepsilon^2\langle t^2\rangle=-\frac34\varepsilon^2 .
$$

Two contributions appear at order $\varepsilon^3$. One is the sextic term in first order, $\tfrac5{16}\varepsilon^3\cdot3!=\tfrac{15}{8}\varepsilon^3$. The other is the quartic term in second order, which needs the excited states. Put $\psi=e^{-t/2}g(t)$ and use $\nabla_s^2=(4/\varepsilon)(t\,d^2/dt^2+d/dt)$ for circularly symmetric functions. The oscillator Hamiltonian then acts on $g$ as

$$
\varepsilon\left[-2\left(t g''+(1-t)g'\right)+g\right].
$$

The Laguerre polynomials satisfy $tL_n''+(1-t)L_n'=-nL_n$, so they give levels at $2n\varepsilon$ above the ground state, and they are orthonormal with weight $e^{-t}$. From $L_1=1-t$ and $L_2=1-2t+t^2/2$ one finds $t^2=2L_0-4L_1+2L_2$. The quartic term therefore couples the ground state to $n=1$ and $n=2$, and its second-order shift is

$$
-\frac{9\varepsilon^4}{64}\left(\frac{16}{2\varepsilon}+\frac{4}{4\varepsilon}\right)=-\frac{81}{64}\varepsilon^3 .
$$

The sum at this order is $(120-81)\varepsilon^3/64=39\varepsilon^3/64$. Binding is minus energy, so

$$
\kappa d\,E_b=1-\varepsilon+\frac34\varepsilon^2-\frac{39}{64}\varepsilon^3+\cdots .
\tag{3}
$$

Since $\varepsilon^2/(\kappa d)=1/(\mu d^2)$, the first three terms in atomic units are

$$
E_b=\frac{1}{\kappa d}-\frac{1}{\sqrt{\mu\kappa d^3}}+\frac{3}{4\mu d^2}+O(d^{-5/2}).
$$

The third term does not contain $\kappa$. It is positive because the real well opens more gently than its parabola, so confinement costs less. A numerical solution of the radial equation at $\varepsilon=0.02$ and $0.04$, extrapolated to zero, gives coefficients $0.7495$ and $-0.6085$, against $0.7500$ and $-0.6094$ from (3).

For the 30 nm pair, the rough values $m_e=0.19$ and $m_h=0.25$ free-electron masses give $\mu=0.108$. With $\kappa=12$ the Bohr radius is $a=5.88$ nm, and $\varepsilon=\sqrt{5.88/30}=0.443$. The Coulomb energy is $e^2/(4\pi\epsilon_0\kappa d)=4.00$ meV, and the zero-point energy is $0.443\times4.00=1.77$ meV. Successive approximations are

$$
4.00-1.77=2.23\ \text{meV},\qquad 2.23+0.59=2.82\ \text{meV}.
$$

The numerical solution of the same model gives 2.67 meV, between the limits 2.23 and 2.96 meV set by (2). The next term of (3) is $-0.609\times0.443^3\times4.00=-0.21$ meV and would bring the series to 2.61 meV. The harmonic estimate thus accounts for the missing energy but overstates it: the actual loss is 1.33 meV, not 1.77 meV.

The pair is also wider than the harmonic estimate. That estimate gives a root-mean-square radius of 20.0 nm, while the numerical value is 27.0 nm. The quartic term explains most of the difference. To first order it mixes $L_1$ into the ground state with amplitude

$$
-\frac{(-\tfrac38\varepsilon^2)(-4)}{2\varepsilon}=-\frac34\varepsilon .
$$

Because $t=L_0-L_1$, the matrix element of $t$ between the two states is $-1$, and $\langle t\rangle$ rises by $2(-\tfrac34\varepsilon)(-1)=\tfrac32\varepsilon$. Hence $\langle s^2\rangle\simeq\varepsilon(1+\tfrac32\varepsilon)$, and the radius becomes $20.0\sqrt{1.66}\simeq25.8$ nm. A radius this close to $d$ shows that 30 nm is only the edge of the large-separation regime for these masses. With masses and permittivity held fixed, the binding energies in meV vary with separation as follows.

| $d$ (nm) | $\varepsilon$ | numerical | two terms | three terms |
|---:|---:|---:|---:|---:|
| 10 | 0.767 | 6.18 | 2.80 | 8.09 |
| 30 | 0.443 | 2.67 | 2.23 | 2.82 |
| 100 | 0.243 | 0.954 | 0.909 | 0.962 |
| 300 | 0.140 | 0.349 | 0.344 | 0.350 |
| 1000 | 0.077 | 0.1113 | 0.1108 | 0.1113 |

Relative to the numerical solution, the two-term formula is 17% low at 30 nm, 5% low at 100 nm and 1.5% low at 300 nm. The three-term formula is 5% high at 30 nm and 1% high at 100 nm. At 10 nm neither is useful.

The failure at short distance can be seen without solving anything. Reducing $d$ deepens the attraction at every $r$, so the true binding energy must rise. The two-term formula is proportional to $d^{-1}-a^{1/2}d^{-3/2}$, whose derivative vanishes when $\sqrt d=\tfrac32\sqrt a$. Below $d=9a/4$, here 13 nm, it predicts weaker binding as the planes approach, which is impossible.

The opposite limit, $d\to0$, is the two-dimensional hydrogen problem. Inserting $e^{-\beta r}$ into the radial equation gives

$$
-\frac{1}{2\mu}\left(\beta^2-\frac{\beta}{r}\right)-\frac{1}{\kappa r}=E .
$$

The $1/r$ terms cancel for $\beta=2\mu/\kappa$, so the binding energy is $2\mu/\kappa^2$. For the present masses and permittivity this is $2\times4.00\times30/5.88\simeq41$ meV. The true binding energy stays finite, whereas the separate terms of the large-$d$ series diverge.

The zero-point argument extends to anisotropic bands. The relative motion depends only on the sum of the electron and hole inverse-mass tensors. This sum is symmetric, so it has perpendicular principal axes even when those of the two bands are not aligned. Its eigenvalues $1/\mu_x$ and $1/\mu_y$ give two different frequencies, and half of each is subtracted:

$$
E_b\simeq\frac1{\kappa d}-\frac{1}{2\sqrt{\kappa d^3}}\left(\frac{1}{\sqrt{\mu_x}}+\frac{1}{\sqrt{\mu_y}}\right).
$$

The light direction dominates the correction. The tangent argument is unchanged, so this too is a lower bound on the binding.

The numbers above describe a rough model of a silicon-based heterostructure, with the electron in a Si well and the hole in a neighbouring Ge-rich well. The electron mass and permittivity are typical; the hole mass depends on strain and composition, and 30 nm was chosen wide to suit the expansion. The 2.67 meV changes as follows when omitted effects are added, or uncertain parameters varied, one at a time:

- A metal gate 200 nm from the nearer layer lowers the binding by 0.28 meV. The image charge of one particle repels the other from an effective vertical distance of $30+2\times200=430$ nm, and $4.00\times30/430=0.28$ meV.
- Raising the permittivity to 13, to allow for germanium in the layers, lowers it by 0.24 meV.
- A hole mass of 0.15 instead of 0.25 lowers it by 0.13 meV.
- Wells 8 nm thick, with the centre-to-centre distance kept at 30 nm, change it by less than 0.01 meV.

Of the changes listed, the one due to the gate is the largest, at about 10% of the binding. The hole mass can matter more: in compressively strained Ge wells it can be well below 0.15, and a value of 0.06 would lower the binding by 0.47 meV. Tunnelling through a 150 meV barrier 22 nm thick is suppressed, for a mass of 0.2, by a factor $e^{-2L\sqrt{2mV}/\hbar}$ of about $10^{-17}$. Disorder, permittivity steps at the interfaces and the detailed warping of the hole band have not been evaluated. In atomically thin channel layers the uniform-dielectric assumption itself needs scrutiny, because the layers polarize in their own planes; for two identical layers with in-plane screening length $r_0\ll d$, this lowers the attraction at $r=0$ by a fraction of about $2r_0/d$. The zero-point correction in (1) is then meaningful only if that fraction is small compared with $\sqrt{a/d}$, which means $d\gg4r_0^2/a$, in addition to $d\gg a$ and $d\gg r_0$.

So weakly bound a pair is easily pulled apart by an in-plane field. The restoring force is $s(1+s^2)^{-3/2}$ in units of $1/(\kappa d^2)$. Its derivative vanishes at $s^2=1/2$, where the force is $2/(3\sqrt3)=0.385$. The largest force is therefore $0.385\times4.00/30=0.051$ meV/nm, which corresponds to a field of 0.51 kV/cm. Above it the potential has no minimum. The pair escapes well before that, because its zero-point energy lifts it towards the rim of the well. At about 0.16 kV/cm the saddle of the tilted potential has dropped to the zero-field level of the pair. A complex-scaling calculation of the decaying state gives a lifetime of about 0.2 ns there and about 13 ps at 0.21 kV/cm. In weaker fields the pair lives much longer but is still only metastable, since the tilted potential eventually falls below the well.

Temperature is a more severe restriction. For dilute carriers obeying Boltzmann statistics, a layer contains $g\,(mk_BT/2\pi\hbar^2)\,e^{\zeta/k_BT}$ particles per area, where $\zeta$ is the chemical potential and $g$ the number of spin and valley states. Pairs have mass $M$, degeneracy $g_eg_h$, chemical potential $\zeta_e+\zeta_h$ and an extra factor $e^{E_b/k_BT}$. Dividing the densities cancels the degeneracies and chemical potentials:

$$
\frac{n_en_h}{n_X}=\frac{\mu k_BT}{2\pi\hbar^2}\,e^{-E_b/k_BT}.
$$

With a total of $10^9$ pairs per cm², the dissociated fraction is 0.09% at 2 K, 60% at 10 K and 99.8% at 300 K. This count includes only the lowest bound level; counting excited bound levels as well would lower the dissociated fraction. At 10 K the effect is large: including all eight states (five levels, three of them doubly degenerate in the sense of rotation) bound by more than $k_BT$ brings 60% down to about 45%. The result depends on where the sum is cut: including levels bound by more than $k_BT/2$ gives about 39%. It also assumes Boltzmann statistics and ignores interactions between pairs. At 2 K Boltzmann statistics are reasonable, since the density times the squared thermal wavelength of a pair is 0.06. Interactions matter more. Two pairs at the mean spacing of 316 nm repel by only 0.003 meV, but closer encounters dominate: a classical second-virial estimate raises the chemical potential of a pair by about 0.1 meV, or $0.6\,k_BT$, which taken alone would raise the dissociated fraction by roughly a third. A free electron or hole is also repelled by the pairs, however, with half the pair-pair potential, and these shifts enter the mass-action law with the opposite sign. For rigid pairs the two carriers together are raised by about $0.75\,k_BT$, so the net effect would be to lower the fraction by about 7%. A nearby carrier also polarizes the pair, which weakens this repulsion by an amount that depends on close encounters, so the estimate does not fix the sign of the net change. The inverse screening length of the dissociated carriers in one layer, times $d$, is about 0.001 at 2 K. At 10 K it is $k=0.16$. With such carriers in both layers, linear screening removes at least a fraction $\int_0^\infty 2k\,e^{-x}/(x+2k)\,dx\simeq0.38$ of the attraction at $r=0$, which the model treats as unscreened. The dissociated fractions quoted for 10 K are therefore only rough, and screening would raise them. For these parameters the calculated binding energy describes a pair at a few kelvin, not a stable pair at room temperature. The numerical output below gives the main values of the model to more digits.

## Computed results

```
eps^2 coefficient: oscillator 0.7500, solver 0.7495
eps^3 coefficient: oscillator -0.6094, solver -0.6085
relative permittivity 12.0, separation d 30.0 nm
masses: electron 0.19, hole 0.25, reduced 0.1080 m0
exciton Bohr radius 5.882 nm
eps 0.4428 (dimensionless)
Coulomb energy at r=0: 3.9999 meV
2D zero-point energy: 1.7712 meV
third term 3/(4 mu d^2): 0.5882 meV
two-term binding (strict lower bound): 2.2287 meV
three-term binding: 2.8169 meV
strict upper bound: 2.9632 meV
numerical binding of the model: 2.6701 meV
shift on halving the mesh step: 2.5e-11 meV
shift on doubling the box at the first step: -2.0e-11 meV
rms in-plane radius: harmonic 19.96 nm, numerical 27.03 nm
d (nm) | eps | numerical | two-term | three-term binding (meV)
    10 | 0.7670 | 6.18151 | 2.79645 | 8.09032
    30 | 0.4428 | 2.67014 | 2.22873 | 2.81694
   100 | 0.2425 | 0.95356 | 0.90894 | 0.96188
   300 | 0.1400 | 0.34928 | 0.34398 | 0.34986
  1000 | 0.0767 | 0.11129 | 0.11079 | 0.11132
binding shift, wells 8 nm thick: +0.0063 meV
binding shift, metal gate 200 nm from nearer layer: -0.2785 meV
binding shift, permittivity 13: -0.2425 meV
binding shift, hole mass 0.15 m0: -0.1295 meV
in-plane field that removes the potential minimum: 0.513 kV/cm
tunnelling: barrier 150 meV, 22 nm, mass 0.2 m0
tunnelling factor: 10^(-17.0)
pair density 1.0e+09 cm^-2, mean spacing 316 nm
T 2 K: kT 0.172 meV, dissociated fraction 8.52e-04, q_s*d 1.1e-03
T 10 K: kT 0.862 meV, dissociated fraction 5.95e-01, q_s*d 1.6e-01
T 300 K: kT 25.852 meV, dissociated fraction 9.98e-01, q_s*d 8.7e-03
dipole repulsion of two pairs at mean spacing: 0.0034 meV
density times squared thermal wavelength at 2 K: 0.063
```
